Energy of a Charged Slab with Uniform Background and Growing Vacuum

**1. The special case: one thin sheet**

A sheet of charge σ per area lies at z = 0 and repeats along z with period L. Each cell also holds a uniform background of charge density −σ/L, so the cell is neutral. Everything is uniform in the lateral directions, the permittivity is ε0 everywhere, and the electrostatic potential φ is periodic, so the mean field is zero. The equations hold in atomic units with ε0 = 1/(4π) and e = ħ = m = 1; these symbols are kept so that numbers in eV and Å can be inserted.

The charge is symmetric about mid-vacuum, z = L/2, and no mean field is imposed, so the field vanishes there. Gauss's law between z and L/2, where there is background alone, reads

E(L/2) − E(z) = −(σ/L)(L/2 − z)/ε0.

With E(L/2) = 0,

E(z) = (σ/2ε0)(1 − 2z/L), 0 < z < L.

The field leaves the sheet with strength σ/(2ε0) whatever L is, and falls linearly to zero at mid-vacuum. The energy per area of one cell is

u = (ε0/2) ∫₀ᴸ E² dz = (σ²/8ε0) ∫₀ᴸ (1 − 2z/L)² dz.

The substitution t = 1 − 2z/L, dz = −(L/2) dt, turns the last integral into (L/2) ∫₋₁¹ t² dt = L/3. Hence

u = σ²L/(24ε0), (1)

which is πσ²L/6 in atomic units. More vacuum stretches the same field profile over a longer distance, so at fixed σ the energy grows linearly without bound. For charge q in a lateral cell of area A, the energy per cell is

U = Au = q²L/(24ε0A).

The divergence therefore belongs to adding vacuum at fixed A; doubling A and L together leaves this term unchanged.

Integrating −E gives φ(z) = C − (σ/2ε0)(z − z²/L). The mean of z − z²/L over the cell is L/2 − L/3 = L/6, so the choice of zero mean potential sets C = σL/(12ε0). Then

φ(0) = σL/(12ε0), φ(L/2) = (σL/ε0)(1/12 − 1/8) = −σL/(24ε0).

The first equals du/dσ, as it should: the background added with the new charge costs nothing when the mean potential is zero.

If a mean field E0 were imposed, E² would become E² + 2EE0 + E0². The middle term integrates to zero, and ε0E0²L/2 would be added to u. Result (1) thus requires the periodic potential.

**2. A fixed charge profile of finite thickness**

**Theorem.** Let ρ(z) be a fixed, laterally uniform charge density whose extent along z is less than L. Let a uniform background neutralise it, let φ be periodic with zero mean, and let all charges be counted explicitly in ρ, so that the permittivity is ε0. Define

σ = ∫ρ dz, p = ∫zρ dz, Q = ∫z²ρ dz.

Then the energy per area of one cell is

u(L) = σ²L/(24ε0) − (1/4ε0) ∬ ρ(z)ρ(z′)|z − z′| dz dz′ + (σQ − p²)/(2ε0L). (2)

**Lemma 1.** The zero-mean potential of a unit sheet with its own background is, for |z| ≤ L,

g(z) = (1/ε0)[L/12 − |z|/2 + z²/(2L)].

*Proof.* For 0 ≤ z ≤ L this is φ(z) of Section 1 with σ = 1. Reflection symmetry about the sheet gives the values at negative z. ∎

*Proof of the theorem.* Regard ρ as a stack of sheets, each with its own background. The backgrounds add to −σ/L, and the potentials add to φ(z) = ∫ g(z − z′)ρ(z′) dz′. The field energy is

u = (ε0/2) ∫ (φ′)² dz = −(ε0/2) ∫ φφ″ dz = ½ ∫ (ρ − σ/L) φ dz.

The boundary term of the integration by parts vanishes because φ and φ′ are periodic, and the last step is Poisson's equation. The background part vanishes because φ has zero mean. So

u = ½ ∬ ρ(z) g(z − z′) ρ(z′) dz dz′.

All distances inside ρ are below L, so Lemma 1 applies. Its first term gives ½·σ²L/(12ε0), and its second gives −¼ of the distance integral over ε0. For the third,

∬ ρρ′(z − z′)² dz dz′ = ∬ ρρ′(z² − 2zz′ + z′²) dz dz′ = 2σQ − 2p²,

which is multiplied by ½·1/(2ε0L). The sum is (2). ∎

A thin sheet at the origin has p = Q = 0 and no distance term, which returns (1). The L-independent term cannot be read as the energy of the isolated charged slab: the field of an isolated infinite charged sheet extends to infinity and its energy is infinite. Any finite part depends on a convention.

**Remark: the plane-wave form.** The background has only a zero-wave-vector component. Omitting that component from the electrostatic energy of the sheet therefore includes the background. With Gₙ = 2πn/L the other components of the potential are φₙ = σ/(ε0LGₙ²), and

u = (ε0L/2) Σₙ≠₀ Gₙ²|φₙ|² = (σ²/ε0L) Σₙ>₀ 1/Gₙ² = (σ²/ε0L)(L²/4π²)(π²/6) = σ²L/(24ε0).

The linear term is thus already present in a periodic charged-cell calculation that drops the zero component.

**3. The inner potential of the neutral slab**

A neutral slab contains nuclei and electrons whose densities differ in shape, so its mean inner potential is not that of the vacuum.

**Lemma 2.** Let a neutral slab without dipole have charge density ρ₀ and an isolated potential φ₀ that vanishes outside it. Write ∫φ₀ dz = V0d, where d is the slab thickness. Adding a fixed charge q per cell produces an L-dependent cross energy

U_cross = −qV0d/L. (3)

*Proof.* Poisson's equation and two integrations by parts give

Q₀ = ∫z²ρ₀ dz = −ε0 ∫z²φ₀″ dz = −2ε0 ∫φ₀ dz = −2ε0V0d.

In (2), the sole L-dependent cross term between ρ₀ and the added charge is σQ₀/(2ε0L), because ρ₀ has neither net charge nor dipole. This equals −σV0d/L per area. Multiplication by A gives (3). ∎

The meaning is simple. Setting the cell mean to zero puts the vacuum level of the neutral slab at −V0d/L, and the added charge is measured against that shifted zero. For one added electron, q = −e and the term is +eV0d/L, which falls as vacuum is added.

**4. A conducting slab**

In a metal the added charge rearranges itself. Take an ideal conductor of thickness d with sharp electrostatic faces, and let w = L − d be the vacuum gap.

**Proposition 1.** The electrostatic energy per area, without the inner-potential term, is

u_m = σ²(L − d)³/(24ε0L²). (4)

The field at the face and the potential difference between face and mid-vacuum are

E_face = σw/(2ε0L), Δφ = σw²/(8ε0L). (5)

*Proof.* Mobile charge cancels the background inside the conductor, so the field there is zero. Let s be the distance from mid-vacuum. By symmetry E(0) = 0, and Gauss's law gives E(s) = −σs/(ε0L) for |s| < w/2. Its magnitude at s = w/2 is the face field. The potential difference is the integral of σs/(ε0L) from 0 to w/2, which is σw²/(8ε0L). The energy is

u_m = (ε0/2)(σ/ε0L)² · 2 ∫₀^(w/2) s² ds = (σ²/2ε0L²)(w³/12) = σ²w³/(24ε0L²).

The charges add up correctly: each face carries ε0E_face = σw/(2L), the interior carries σd/L, and the total is σ(w + d)/L = σ. ∎

Expanding the cube shows what remains besides (1):

u_m = (σ²/24ε0)(L − 3d + 3d²/L − d³/L²).

For comparison, let σ/2 be fixed on each face with no response inside. The distance integral in (2) is then 2(σ/2)²d = σ²d/2, while Q = σd²/4 and p = 0. Formula (2) gives the first three terms above. The conductor is lower by σ²d³/(24ε0L²), the energy of the background's field inside the slab, which screening removes.

The slope relative to that of the thin sheet is

d/dL[(L − d)³/L²] = 3(L − d)²/L² − 2(L − d)³/L³ = (L − d)²(L + 2d)/L³ = 1 − 3(d/L)² + 2(d/L)³.

It tends to one when L is much larger than d. Subtracting σ²L/(24ε0) alone therefore leaves a finite-L error in a conducting slab.

The inner-potential term (3) also holds for a conductor, although Lemma 2 took the profile of the added charge as fixed. The neutral ground state is stationary under rearrangement of its electrons: differences of electrostatic potential inside the slab are balanced by kinetic, exchange and correlation energy. To first order, the energy of an added electron is therefore the Fermi level, wherever the electron settles. The Fermi level lies below the vacuum level of the neutral slab by the work function W, and on the zero-mean scale an electron at that vacuum level has energy +eV0d/L. The first-order energy is thus −W + eV0d/L per electron, and its L-dependent part is (3). The second-order part, in the ideal-conductor model, is (4).

**5. Lateral structure**

Suppose the charge is a lattice of points, one charge q per area A, instead of a uniform sheet. Its component with lateral wave vector G ≠ 0 has amplitude q/A. Away from the plane Laplace's equation makes the potential decay as exp(−G|z|), and the jump of field at the plane fixes the prefactor as q/(2ε0AG). Interaction with the periodic images then adds, per cell,

U_lat = Σ_G≠0 Σₘ≥₁ q² exp(−GmL)/(2ε0AG).

Images at +mL and −mL contribute equally, which cancels the factor ½ for counting pairs. This correction decays exponentially, so the linear slope survives. A three-dimensional Ewald sum for a hexagonal lattice of side 10.8 Å, evaluated at L = 30 and 40 Å, gives a slope 0.99999998 times q²/(24ε0A).

**6. When electrons leave a negative slab**

**Proposition 2.** Let the conducting slab be negative, with work function W measured from the potential at its face. In the electrostatic model, and when the lowest vacuum state is narrow compared with the gap, that state falls below the Fermi level if

e|σ|w²/(8ε0L) > W + ½ħ√(k/m), k = e|σ|/(ε0L). (6)

*Proof.* For σ < 0 the background is positive and attracts electrons. The field of Section 4 is E = |σ|s/(ε0L), so an electron's potential energy is that at mid-vacuum plus ks²/2. This is a harmonic well whose bottom lies e|Δφ| below the face. Its lowest level is ½ħ√(k/m) above the bottom, and the Fermi level is W below the face. Comparing the two gives (6). ∎

Beyond this limit charge moves from the slab into the vacuum, and (4) no longer describes the ground state. For a positive slab the background repels electrons and there is no such well. Exchange, correlation and image attraction are left out of (6), so the onset is an estimate.

**7. One electron added to a Ru slab**

Take a five-layer slab resembling Ru(0001), with a 4 × 4 lateral cell and one added electron. The inputs are rough: in-plane lattice constant 2.7 Å, layer spacing 2.1 Å, work function 5 eV and an assumed mean inner potential of 25 V. The slab is an ideal conductor here; its electronic structure is not computed. The nominal thickness, used here as the electrostatic one, is d = 5 × 2.1 = 10.5 Å, and

A = (√3/2)(4 × 2.7)² = 101.01 Å².

The charge density has magnitude 15.86 µC/cm². With e²/ε0 = 180.951 eV Å, the thin-sheet slope per cell is

e²/(24ε0A) = 180.951/(24 × 101.01) = 0.0746 eV/Å = 0.746 eV/nm.

At L = 30 Å the thin sheet has 2.24 eV. The conducting slab has

0.07464 × 19.5³/30² = 0.615 eV,

since its gap is 19.5 Å. Its slope is 0.718 of the thin-sheet value, and at L = 60 Å the ratio is still 0.919. As a test of (4), the energy at L = 30 Å was minimised over the charges of 41 equally spaced sheets spanning the slab; the result was 1.000073 times the formula.

Subtracting the thin-sheet energy would leave 0.615 − 2.239 = −1.62 eV at 30 Å and 2.515 − 4.478 = −1.96 eV at 60 Å. The remainder still changes by about 0.3 eV, at fixed lateral cell and thickness. The 60 Å values assume that all the added charge stays on the slab. Beyond the leakage onset found below, the ground state of a negative slab has a lower energy.

The position of the electrostatic faces matters too. Making d larger by 1 Å at L = 30 Å lowers the conducting-slab energy from 0.615 to 0.525 eV, about 15 percent of the original value. The shift in a real metal can be larger, because the screening charge lies outside the nominal edge. In a self-consistent jellium slab (density parameter 2 bohr, exchange only), formula (4) describes the change with L if each face is placed outside the edge of the positive background. For thicknesses of 10.5 to 12 Å and L from 20 to 30 Å, the shift is 1.1 to 1.2 Å for added electrons at the charge density of this example, 1.0 to 1.1 Å for a very small charge, and 0.9 to 1.0 Å for the same density of removed electrons. A shift of 1.2 Å here would give about 0.41 eV, so 0.615 eV belongs to the nominal faces only. Lateral structure matters far less for the dependence on L: unscreened point charges facing each other across the 19.5 Å gap give a corrugation energy of about 2 × 10⁻⁵ eV if each is a whole electron, and about 4 × 10⁻⁶ eV if each is half of one. The interaction of such charges within one plane is much larger, but it does not depend on L.

The inner-potential term is larger than all of these. At L = 30 Å it is 25 × 10.5/30 = 8.75 eV, and its slope is −0.292 eV/Å against +0.054 eV/Å from (4). The sum therefore falls as vacuum is added. Ignoring leakage, it has its minimum at about 62 Å and rises only beyond that.

Leakage comes first. At L = 30 Å the potential drop is 2.84 V, well below W/e, but condition (6) is met at L ≈ 42 Å, or 4.2 nm. There the drop of 5.29 V balances the work function plus a zero-point energy of 0.29 eV. The well has k = 180.951/(101.01 × 42.0) = 0.043 eV/Å², so the oscillator length √(ħω/k), with ħω = 2 × 0.285 eV, is about 3.7 Å. This is small beside the half-gap of about 16 Å. Solving the one-dimensional Schrödinger equation in this well, with hard walls at the faces, puts the lowest level at −5.000 eV from the face, in agreement with (6). The onset depends on the inputs: moving each electrostatic face outward by 1 Å raises it from 42 to about 45 Å. The classical image attraction of the two faces, left out of (6), would lower it by about 1.7 Å, from 42 to about 40 Å.

For this negative slab, then, the energy on the zero-mean scale decreases throughout the range from 20 Å to the leakage onset, although the term (1) is present. Referring the added charge to the vacuum level of the neutral slab in the same cell removes (3) and exposes the rise. The number 25 V is an assumed value for a full nuclear and electronic charge density, and the position of the minimum depends on it: 30 V would move the minimum from about 62 to about 67 Å. Superposed free atoms, which tend to overestimate the inner potential of a solid, give roughly 34 V in a small-basis Hartree–Fock estimate; the minimum would then lie near 71 Å. A pseudopotential also changes the inner potential and hence this position.

**8. What the model says about a real surface**

Charged slabs are sometimes used as models of charged surface states in deposition or etching. The charge in such a cell can be far above the net charge of the real surface: by σ = ε0E, a surface field of 10⁷ V/m corresponds to only about 6 × 10⁻⁴ electrons per 4 × 4 cell of Section 7. In a comparison of two states with the same L, A and d, the term (4) cancels if both carry the same net charge and respond as the same conductor. It does not cancel when one state is neutral and the other charged. The term (3) cancels only if the two neutral slabs also have the same V0d. An adsorbate or a changed surface dipole can alter V0d, and the energy difference between the charged states then still depends on L. Lemma 2 also requires slabs without a net dipole. An adsorbate on one face only generally produces one, and its interaction with the periodic images adds a further energy that depends on L.

A real Ru surface has no uniform compensating background. Its countercharge can sit, for example, in adsorbed ions, a nearby film, a plasma sheath or another electrode. If that charge formed a sheet at distance h from one face, the field between them would be σ/ε0 and the energy per cell would be e²h/(2ε0A), which is 12 × 0.0746 × h. An illustrative h = 3 Å gives 2.7 eV, compared with 0.615 eV for the uniform background at L = 30 Å. This value is for an isolated surface, with no field beyond the sheet. In a periodic cell without a mean field, part of the field lies in the remaining vacuum and the energy is multiplied by 1 − h/w, which gives 2.27 eV at L = 30 Å. The background energy should therefore not be read as a physical charging energy.

The example is also strongly charged. Its face field at L = 30 Å is 58 MV/cm, above the rough 10 MV/cm at which good oxide films break down, and in the range where an open metal surface can emit electrons by tunnelling. In this cell the potential drop of 2.84 V is less than W/e, so no vacuum state lies low enough to receive them. A lower charge density reduces the field in proportion to σ and the energy (4) per area in proportion to σ², at fixed L and d. Energies and potential drops at other cell heights are in the numerical output.

Calculated quantities

```
Rough inputs, Ru(0001)-like slab, one added electron
in-plane lattice constant: 2.7 angstrom
layer spacing: 2.1 angstrom; layers: 5
lateral cell: 4 x 4
work function: 5.0 eV
mean inner potential: 25 V
Derived quantities
cell area: 101.01 angstrom^2
slab thickness d: 10.5 angstrom
charge density magnitude: 15.86 uC/cm2
e^2/eps0: 180.951 eV angstrom
thin-sheet slope per cell: 0.07464 eV/angstrom
thin-sheet slope per cell: 0.7464 eV/nm
Energies per cell (eV) and drop from face to mid-vacuum (V)
L/angstrom  thin sheet  metal slab  inner term  drop  slope ratio
    20        1.493       0.160      13.125    1.010    0.463
    30        2.239       0.615       8.750    2.838    0.718
    40        2.986       1.198       6.562    4.872    0.829
    60        4.478       2.515       4.375    9.144    0.919
Sizes at L = 30 angstrom
vacuum gap: 19.5 angstrom
field at slab face: 58.2 MV/cm
metal-slab energy if d is 1 angstrom larger: 0.525 eV
lateral corrugation across the gap: 1.6e-05 eV
metal-slab slope: 0.0536 eV/angstrom
inner-term slope: -0.2917 eV/angstrom
Limits for the negative slab
leakage onset L: 42.0 angstrom = 4.20 nm
drop at onset: 5.285 V
zero-point energy at onset: 0.285 eV
lowest vacuum level at onset, from face: -5.000 eV
L of raw-energy minimum, leakage ignored: 61.7 angstrom
Checks
Ewald slope / thin-sheet slope: 0.99999998
relaxed-sheet energy / metal-slab formula: 1.000073
```
